# Capacitance of symmetric coplanar strips by conformal mapping, part 2

Two long, perfectly conducting strips of zero thickness lie in the plane \( y = 0 \) and occupy \( a < |x| < b \). The gap is \( s = 2a \) and the width of each strip is \( w = b - a \). The right strip is held at \( +V/2 \) and the left at \( -V/2 \); \( \lambda \) is the charge per length on the right strip, both faces included. The quantity wanted is the capacitance per length, \( C = \lambda / V \).

The medium is homogeneous. In atomic units the elementary charge is 1, the vacuum permittivity is \( 1/(4\pi) \), and \( \varepsilon = \varepsilon_r/(4\pi) \), where \( \varepsilon_r \) is the relative permittivity.

With \( k = a/b \) as the modulus,

\[ K(k) = \int_0^1 \frac{dt}{\sqrt{(1 - t^2)(1 - k^2 t^2)}} , \qquad k' = \sqrt{1 - k^2} . \]

We write \( K = K(k) \) and \( K' = K(k') \); the prime on \( K' \) is not a derivative.

An analytic function \( u = p + iq \) of \( z = x + iy \) carries the upper half-plane to a rectangle of width \( 2K \) and height \( K' \), in which the potential is \( \phi = Vp/(2K) \). The right strip becomes the side \( p = K \), and on it

\[ \frac{du}{dx} = \frac{i\,b}{\sqrt{(x^2 - a^2)(b^2 - x^2)}} \qquad (a < x < b) . \]

The charge on a piece of its upper face is \( \varepsilon V/(2K) \) times the increase of \( q \), and the lower face carries an equal charge. The potential is even in \( y \), and \( \phi_y = 0 \) on the plane off the metal. Far away,

\[ \phi \approx \frac{V b}{2K}\,\frac{x}{x^2 + y^2} . \]

For two half-planes (\( b \to \infty \)) the rectangle has width \( \pi \) and infinite height, and the charge between \( a \) and \( x \), both faces included, is

\[ \lambda(a,x) = \frac{2 \varepsilon V}{\pi}\operatorname{arcosh}\frac{x}{a} , \]

where \( \operatorname{arcosh}(x/a) \) is the integral of \( 1/\sqrt{x'^2 - a^2} \) from \( a \) to \( x \). Cutting this half-plane density off at \( x = b \), with \( b \gg a \), gave the first estimate

\[ C_{\text{cut}} \approx \frac{2\varepsilon}{\pi}\ln\frac{2b}{a} . \]

### The capacitance and the charge density

Over the whole right strip \( q \) increases by \( K' \). The upper face carries \( \varepsilon V K'/(2K) \), and the lower face carries the same amount. Their sum divided by \( V \) is

\[ \boxed{\; C = \varepsilon\,\frac{K(k')}{K(k)} , \qquad k = \frac{s}{s + 2w} \;} \]

Each half-space acts as a plate capacitor of capacitance \( \varepsilon K'/(2K) \) per length, and the two are in parallel.

The density follows from the slope of \( q \) on the strip. Summed over both faces, it is

\[ \sigma(x) = 2\,\frac{\varepsilon V}{2K}\,q_x = \frac{\varepsilon V b}{K\sqrt{(x^2 - a^2)(b^2 - x^2)}} . \]

At either edge it diverges as the inverse square root of the distance. The charge within a small distance \( \delta \) of an edge is proportional to \( \sqrt{\delta} \), so the total remains finite. Close to the inner edge the root tends to \( \sqrt{2a(b^2-a^2)(x-a)} \), and close to the outer edge to \( \sqrt{2b(b^2-a^2)(b-x)} \). At equal small distances the inner density is therefore larger by the factor \( \sqrt{b/a} \). Charge crowds towards the opposite strip.

The distant field gives an independent view of this density. A line dipole of moment \( P \) per length along \( x \) has the potential \( Px/[2\pi\varepsilon(x^2+y^2)] \). Comparison with the distant form \( Vbx/[2K(x^2+y^2)] \) requires \( P = \pi\varepsilon Vb/K \). From the charge, with equal contributions from the two strips,

\[ P = 2\int_a^b x\,\sigma(x)\,dx = \frac{2\varepsilon Vb}{K}\int_a^b \frac{x\,dx}{\sqrt{(x^2-a^2)(b^2-x^2)}} . \]

Put \( x^2 = a^2 + (b^2-a^2)\sin^2\theta \). Then \( x\,dx = (b^2-a^2)\sin\theta\cos\theta\,d\theta \), and the root is \( (b^2-a^2)\sin\theta\cos\theta \). The last integral is \( \pi/2 \), and the two expressions for \( P \) agree.

### Narrow gap: correcting the first estimate

When \( s \ll w \), the modulus \( k \) is small. In the integral for \( K \), expansion of \( (1-k^2t^2)^{-1/2} \) gives

\[ K \approx \int_0^1 \frac{1 + k^2t^2/2}{\sqrt{1-t^2}}\,dt = \frac{\pi}{2}\left(1 + \frac{k^2}{4}\right) , \]

because \( \int_0^1 t^2\,dt/\sqrt{1-t^2} = \pi/4 \). The width of the rectangle tends to \( \pi \), as in the half-plane case.

Its height needs more care. The substitution \( x = ab/\xi \) exchanges the two edges of the strip. It gives

\[ x^2 - a^2 = \frac{a^2(b^2-\xi^2)}{\xi^2} , \qquad b^2 - x^2 = \frac{b^2(\xi^2-a^2)}{\xi^2} , \]

while \( |dx| = ab\,d\xi/\xi^2 \). The factors \( ab/\xi^2 \) cancel, and

\[ \frac{|dx|}{\sqrt{(x^2-a^2)(b^2-x^2)}} = \frac{d\xi}{\sqrt{(\xi^2-a^2)(b^2-\xi^2)}} . \]

The charge between \( a \) and \( \sqrt{ab} \) therefore equals the charge between \( \sqrt{ab} \) and \( b \). This holds for every ratio \( a/b \). The point that divides the charge equally is the geometric mean of the edge positions, which lies inside the arithmetic centre of the strip.

It follows that

\[ K' = 2\int_a^{\sqrt{ab}} \frac{b\,dx}{\sqrt{(x^2-a^2)(b^2-x^2)}} . \]

On this interval \( x^2 \le ab \), so \( b/\sqrt{b^2-x^2} \) lies between 1 and \( 1/\sqrt{1-k} \). The remaining integral is the inverse hyperbolic cosine met before. Hence

\[ 2\operatorname{arcosh}\frac{1}{\sqrt{k}} \;\le\; K' \;\le\; \frac{2}{\sqrt{1-k}}\operatorname{arcosh}\frac{1}{\sqrt{k}} . \]

For small \( k \), \( \operatorname{arcosh}(1/\sqrt{k}) \) tends to \( \ln(2/\sqrt{k}) \), and twice this is \( \ln(4/k) \). Therefore

\[ C \approx \frac{2\varepsilon}{\pi}\ln\frac{4}{k} = \frac{2\varepsilon}{\pi}\ln\frac{4(s+2w)}{s} \qquad (s \ll w) . \]

The half-plane density cut at \( b \) gave \( \ln(2b/a) \) in place of \( \ln(4b/a) \). It had the correct logarithmic growth but lacked \( (2\varepsilon/\pi)\ln 2 \). Multiplied by \( V \), the missing amount is the extra charge that the outer edge draws to itself: for small \( k \) the true density is the half-plane density times \( b/\sqrt{b^2-x^2} \), a factor close to 1 except where \( x \) is comparable with \( b \).

### Wide gap: two effective wires

When \( s \gg w \), \( k' \) is small and the two integrals exchange roles: \( K' \to \pi/2 \) and \( K \to \ln(4/k') \). Let \( d = s + w \) be the distance between the strip centres. Since \( b - a = w \), \( b + a = d \) and \( b = (d+w)/2 \),

\[ k'^2 = \frac{(b-a)(b+a)}{b^2} = \frac{4wd}{(d+w)^2} \approx \frac{4w}{d} . \]

To leading order this gives

\[ C \approx \frac{\pi\varepsilon}{2\ln(4/k')} = \frac{\pi\varepsilon}{\ln(16/k'^2)} \approx \frac{\pi\varepsilon}{\ln(4d/w)} . \]

A direct argument shows what the number 4 means and how large the correction is. Consider one isolated strip, with \( \xi \) measured from its centre. The map \( z = \zeta + w^2/(16\zeta) \) carries the circle \( |\zeta| = w/4 \) to the segment \( |\xi| \le w/2 \), because \( \zeta = (w/4)e^{i\theta} \) gives \( z = (w/2)\cos\theta \). The potential \( -(\lambda/2\pi\varepsilon)\ln|\zeta| \) is constant on the circle, and far away, where \( \zeta \approx z \), it is that of a line charge \( \lambda \). The strip thus has the potential \( -(\lambda/2\pi\varepsilon)\ln(w/4) \), equal to that of a round wire of radius \( w/4 \).

Now add the other strip, with charge \( -\lambda \), at distance \( d \). At the position \( \xi \) it contributes \( (\lambda/2\pi\varepsilon)(\ln d + \xi/d) \), up to terms of order \( w^2/d^2 \), where \( \xi \) increases away from the other strip. The term \( \xi/d \) is odd about the strip centre. It is cancelled by an odd displacement of charge, which changes neither the total charge nor the even part of the strip's own potential. The displaced charge forms a dipole of order \( \lambda w^2/d \), and its effect on the other strip is smaller by one more factor \( 1/d \). Hence

\[ \frac{V}{2} = \frac{\lambda}{2\pi\varepsilon}\left[\ln\frac{4d}{w} + O\!\left(\frac{w^2}{d^2}\right)\right] . \]

This reproduces the limit. It also shows that there is no correction of first order in \( w/d \) inside the brackets when the centre distance \( d \) is used.

### Exchanging the two moduli

The replacement of \( k \) by \( k' \) exchanges \( K \) and \( K' \). The capacitances of the two corresponding strip pairs satisfy

\[ C(k)\,C(k') = \varepsilon^2 . \]

At \( k = k' = 1/\sqrt{2} \) the capacitance per length is \( C = \varepsilon \). Since \( s/w = 2a/(b-a) = 2k/(1-k) \), this occurs at

\[ \frac{s}{w} = \frac{2}{\sqrt{2}-1} = 2(\sqrt{2}+1) = 4.828 . \]

The pair has a larger \( C/\varepsilon \) when the gap is narrower than this, and a smaller one when it is wider. The reason is that \( K \) increases with its modulus, while \( k' \) falls as \( k \) rises.

### The same charge from an integral equation

The capacitance can also be found without a map. Superposing the logarithmic potentials of the charge on the two strips, and requiring \( V/2 \) on the right strip, gives

\[ -\frac{1}{2\pi\varepsilon}\int_a^b \sigma(x')\,\ln\frac{|x-x'|}{x+x'}\,dx' = \frac{V}{2} , \qquad a < x < b . \]

The denominator \( x + x' \) comes from the opposite charge at \( -x' \). For a numerical solution the strip is divided into 400 panels with cosine spacing, which makes them narrow near both edges. The density is constant on each panel, the logarithm is integrated in closed form, and the equation is imposed at the panel midpoints. The resulting linear equations give the panel charges.

| \( s/w \) | \( k \) | \( K'/K \) | integral equation |
|---|---|---|---|
| 0.1 | 0.0476 | 2.82038 | 2.82034 |
| 0.5 | 0.2000 | 1.90067 | 1.90066 |
| 1 | 0.3333 | 1.56340 | 1.56340 |
| 2 | 0.5000 | 1.27926 | 1.27926 |
| 5 | 0.7143 | 0.99072 | 0.99072 |
| 10 | 0.8333 | 0.83064 | 0.83064 |

The last two columns are values of \( C/\varepsilon \). At \( s/w = 1 \) they differ by \( 3.5\times10^{-4} \) with 50 panels and by \( 5.5\times10^{-6} \) with 400. The difference thus shrinks as the charge is resolved more finely.

The limits can be compared with the same numerical method. At \( s/w = 0.01 \) the narrow-gap formula gives 4.2587 and the integral equation 4.2583. The exact ratio \( K'/K \) is also 4.2587 to this precision, so the difference comes from the finite number of panels. At \( s/w = 100 \) the wide-gap formula gives 0.523475 and the integral equation 0.523477. The closeness of the second pair is consistent with the absence of a first-order correction in \( w/d \).

### A pair with equal gap and width

Take the round values \( w = s = 200 \) Å, \( \varepsilon_r = 3 \) and \( V = 1 \) V. Then \( a = 100 \) Å, \( b = 300 \) Å, and

\[ k = \frac{100}{300} = 0.3333 , \qquad k' = 0.9428 . \]

Numerical evaluation of the elliptic integrals gives \( K = 1.61739 \) and \( K' = 2.52863 \). Their ratio is

\[ \frac{K'}{K} = \frac{2.52863}{1.61739} = 1.5634 . \]

In the units of this example the product of one hartree and one bohr is 14.3996 eV Å. The vacuum permittivity is therefore

\[ \frac{1}{4\pi \times 14.3996} = 0.00552635\ \frac{e^2}{\text{eV Å}} , \]

and the capacitance per length is

\[ C = 3 \times 0.00552635 \times 1.5634 = 0.02592\ \frac{e^2}{\text{eV Å}} , \]

or 41.53 pF/m. Because 1 eV is \( e \) times 1 V, a potential difference of 1 V places \( \lambda = 0.02592\ e \)/Å on the right strip. Charging the pair from zero requires the work \( \int_0^V C V_1\,dV_1 = CV^2/2 \), which is 0.01296 eV/Å.

At the strip centre, \( x = 200 \) Å, the density formula gives \( 7.940\times10^{-5}\ e \)/Å\(^2\). The mean density is \( \lambda/w = 0.02592/200 = 1.296\times10^{-4}\ e \)/Å\(^2\), so the centre has about 0.61 of the mean. Quadrature of \( \sigma \) from 100 to 200 Å assigns 58.6% of the charge to the inner half of the strip. This fits the position of the equal-charge point, \( \sqrt{100\times300} \approx 173 \) Å, which lies inside the centre.

With \( \varepsilon_r = 4 \) and the same geometry, \( C \) is 0.03456 \( e^2 \)/(eV Å). Going from 4 to 3 lowers the capacitance by 25%, the same fraction as the permittivity. Doubling the gap at fixed width instead changes \( K'/K \) from 1.563 to 1.279, a reduction of 18%. For thin strips of this geometry, the change of permittivity therefore lowers the capacitance more than doubling the gap does. This ranking does not carry over to thick lines, because the capacitance between their facing side walls falls more quickly with spacing. For \( s = w \) it reverses once the thickness exceeds roughly half the width, so lines as tall as they are wide, or taller, gain more from the doubled gap.

### Where the formula stops applying

Real interconnect lines have a thickness \( t \). Treated as a plate capacitor, their facing side walls alone would add \( \varepsilon t/s \) per length. This leaves out the outer walls and the field that spreads from the edges, so it gives only a rough size; the true increase is larger, and for very thin lines (\( t \) about a hundredth of \( s \) when \( s = w \)) it is more than twice as large. Compared with the strip value, the plate estimate is a fraction \( (t/s)/(K'/K) \). For \( t = s = w \) the estimate is \( 1/1.563 \), or about 0.64, so the thin-strip formula cannot describe lines of square cross-section. It requires \( t \) to be small compared with both \( s \) and \( w \).

One non-uniform medium is still covered exactly: two half-spaces of permittivities \( \varepsilon_1 \) and \( \varepsilon_2 \) that meet in the plane of the strips. Off the metal \( \phi_y = 0 \), so the normal displacement \( \varepsilon\phi_y \) is continuous across the interface and the potential is unchanged. The two faces then carry charges proportional to \( \varepsilon_1 \) and \( \varepsilon_2 \), and the formula holds with \( \varepsilon = (\varepsilon_1 + \varepsilon_2)/2 \). Layers of finite thickness and other arrangements are not covered in general. If a low-permittivity material fills the gap alone, the field above and below the strips still passes through other layers, and one factor \( \varepsilon \) no longer describes the problem. A nearby ground plane or a third line changes the boundary conditions and hence the map.

The divergent edge density belongs to the ideal sharp edge. Within a distance comparable with the metal thickness, or with atomic spacings, the local density formula loses its meaning. The charge that the formula places within \( \delta \) of an edge is proportional to \( \sqrt{\delta} \) and is not negligible: for \( s = w \) and \( \delta = 0.01\,w \) the two edge regions hold about 13% of the total. This share is not the error in the capacitance, because blunting the edge mainly redistributes that charge over the new surface, and the total changes by much less.

All numerical values are calculated from the stated model.
